# Spin-orbit splitting of the spin-one node in CoSi

## Problem

At the zone centre of CoSi, three orbital bands meet at one energy. Near this point, and without spin-orbit coupling, they are described to first order in the wave vector $\mathbf k$ by

$$H_0=\hbar v\,\mathbf k\cdot\mathbf L ,$$

where the $L_a$ are spin-one matrices, measured in units of $\hbar$, and energy is counted from the node. The vector $\mathbf L$ acts on the three orbital states of the crystal; it need not be the angular momentum of one atom. Each orbital state holds two spin states, so six states meet at $\mathbf k=0$. Now add

$$H_{\rm so}=\lambda\,\mathbf L\cdot\mathbf s,\qquad \mathbf s=\boldsymbol\sigma/2 .$$

(a) Find the levels at $\mathbf k=0$, their degeneracies and their separation.

(b) Decide whether the crystal allows another spin-orbit term at $\mathbf k=0$ that would change the pattern.

(c) Find the bands at finite $\mathbf k$.

(d) Evaluate the results for $\lambda=20$ meV and $\hbar v=120$ meV nm, which corresponds to $v=1.82\times10^5$ m/s.

The crystal is unstrained and nonmagnetic. The node at the zone corner of CoSi is a separate problem.

## First estimate by scaling

At $\mathbf k=0$ the one energy in the model is $\lambda$, so every level is a number times $\lambda$. To guess the numbers, treat the two angular momenta as arrows of lengths 1 and $1/2$. Parallel arrows give $+\lambda/2$ and antiparallel arrows give $-\lambda/2$, hence

$$\Delta_{\rm est}\approx\lambda=20\ \text{meV}.$$

The spin-orbit and kinetic energies are comparable when $\hbar vk\approx\lambda$, that is, at

$$k_{\rm est}\approx\frac{\lambda}{\hbar v}=\frac{20}{120}\ \text{nm}^{-1}=0.167\ \text{nm}^{-1}.$$

The arrows give neither the degeneracies nor a reliable factor in front of $\lambda$.

## Exact solution of the model

### Levels at the node

In a basis of three real orbitals $x,y,z$, take $(L_a)_{bc}=-i\varepsilon_{abc}$. Then

$$(L^2)_{bd}=-\sum_{ac}\varepsilon_{abc}\varepsilon_{acd}
=\sum_{ac}\varepsilon_{abc}\varepsilon_{adc}=2\delta_{bd},$$

which is $l(l+1)$ with $l=1$. Let $\mathbf J=\mathbf L+\mathbf s$. Because $\mathbf L$ and $\mathbf s$ act on different factors, they commute, and

$$J^2=L^2+s^2+2\,\mathbf L\cdot\mathbf s
\quad\Rightarrow\quad
\mathbf L\cdot\mathbf s=\tfrac12\left(J^2-L^2-s^2\right).$$

Here $L^2=2$ and $s^2=3/4$. Adding angular momenta 1 and $1/2$ gives $j=3/2$, with four states, and $j=1/2$, with two. Their energies are

$$E_{3/2}=\frac{\lambda}{2}\left(\frac{15}{4}-2-\frac34\right)=\frac{\lambda}{2},
\qquad
E_{1/2}=\frac{\lambda}{2}\left(\frac34-2-\frac34\right)=-\lambda .$$

The sixfold level has become a fourfold and a twofold node, separated by

$$\boxed{\Delta=|E_{3/2}-E_{1/2}|=\tfrac32|\lambda|}$$

The fourfold node is the upper one if $\lambda>0$ and the lower one if $\lambda<0$. The sum of the six energies is $4(\lambda/2)-2\lambda=0$, as it must be, since $\mathbf L\cdot\mathbf s$ has zero trace. The factor depends on the convention for spin: a coupling written as $\lambda\,\mathbf L\cdot\boldsymbol\sigma$ is twice as large and gives $3|\lambda|$.

### Does the crystal allow another term?

At $\mathbf k=0$ the translations contained in the screw axes of CoSi contribute no phase. What remains is the rotation group $T$: half-turns about $x,y,z$ and third-turns about the cube diagonals. The three orbitals transform as a vector. Any Hermitian operator on the six states can be written as

$$M_0+\sum_a M_a\sigma_a ,$$

with Hermitian $3\times3$ matrices $M_0$ and $M_a$.

The half-turns remove the off-diagonal entries of $M_0$, and the third-turns make its diagonal entries equal. Thus $M_0$ is a constant, which shifts all levels together.

For $M_x$, note that $\sigma_x$ is even under the half-turn about $x$ and odd under those about $y$ and $z$. The matrix $M_x$ must have the same signs if the product is to be invariant. The $yz$ and $zy$ entries have this behaviour; the other entries do not. A Hermitian matrix with these two entries combines $L_x$, which is imaginary and antisymmetric, with $\{L_y,L_z\}=L_yL_z+L_zL_y$, which is real and symmetric. The third-turns carry the same two coefficients to $M_y$ and $M_z$. Besides the constant, $T$ therefore permits

$$\lambda\,\mathbf L\cdot\mathbf s+qQ,\qquad
Q=\{L_y,L_z\}s_x+\{L_z,L_x\}s_y+\{L_x,L_y\}s_z .$$

Time reversal changes the signs of $\mathbf L$ and $\mathbf s$. It leaves $\mathbf L\cdot\mathbf s$ unchanged but reverses $Q$, which has two factors of $\mathbf L$ and one of $\mathbf s$. Hence $q=0$ in a nonmagnetic crystal. Solving the symmetry conditions numerically for all Hermitian $6\times6$ matrices confirms the count: three invariants under $T$ alone and two with time reversal.

The excluded term shows what time reversal protects. Label states by $m_l$ and spin, and use

$$\{L_x,L_y\}=\frac{L_+^2-L_-^2}{2i}.$$

Acting on the $j=3/2$, $m=3/2$ state $|1\uparrow\rangle$, this gives

$$Q|1\uparrow\rangle=\frac i2|{-1}\uparrow\rangle+\frac{i}{\sqrt2}|0\downarrow\rangle .$$

The first part comes from $\{L_x,L_y\}s_z$. In the second, the terms with $s_x$ and $s_y$ contribute $i/(2\sqrt2)$ each. The overlap with the $j=3/2$, $m=-1/2$ state $(|{-1}\uparrow\rangle+\sqrt2|0\downarrow\rangle)/\sqrt3$ is

$$\frac{1}{\sqrt3}\left(\frac i2+i\right)=\frac{i\sqrt3}{2},$$

whereas the overlap with the $j=1/2$ state $(\sqrt2|{-1}\uparrow\rangle-|0\downarrow\rangle)/\sqrt3$ vanishes. The states $m=-3/2$ and $m=1/2$ are coupled with the same strength. If magnetism allowed $q\ne0$, with $T$ kept, the fourfold node would become two doublets at $\lambda/2\pm\sqrt3\,q/2$.

### Bands at finite wave vector

The model is unchanged when $\mathbf k$, $\mathbf L$ and $\mathbf s$ are rotated together. We may therefore quantize along $\mathbf k$. Let $\kappa=\hbar v|\mathbf k|$ and let $m$ be the component of $\mathbf J$ along $\mathbf k$. Then

$$H=\kappa L_z+\lambda L_zs_z+\frac{\lambda}{2}(L_+s_-+L_-s_+),$$

which conserves $m$. The states $|1\uparrow\rangle$ and $|{-1}\downarrow\rangle$ stand alone and have energies

$$E_{\pm3/2}=\frac{\lambda}{2}\pm\kappa .$$

For $m=1/2$ the basis is $|0\uparrow\rangle,|1\downarrow\rangle$. Since $L_+|0\rangle=\sqrt2|1\rangle$, the off-diagonal element is $\lambda/\sqrt2$:

$$H_{1/2}=\begin{pmatrix}0&\lambda/\sqrt2\\ \lambda/\sqrt2&x\end{pmatrix},
\qquad x=\kappa-\frac{\lambda}{2}.$$

The block for $m=-1/2$ has the same form with $\kappa\to-\kappa$. The characteristic equation is $E^2-xE-\lambda^2/2=0$, so

$$E=\frac x2\pm\sqrt{\frac{x^2}{4}+\frac{\lambda^2}{2}},
\qquad x=\pm\kappa-\frac{\lambda}{2},$$

where the two signs are independent.

**Near the node.** Take $\lambda>0$. At $\kappa=0$, $x=-\lambda/2$ and the root is $3\lambda/4$, which returns $E=\lambda/2$ and $E=-\lambda$. The derivative is

$$\frac{dE}{dx}=\frac12\pm\frac{x}{4\sqrt{x^2/4+\lambda^2/2}}
=\frac12\mp\frac16 ,$$

or $1/3$ for the upper level and $2/3$ for the lower. With $dx/d\kappa=\pm1$, the fourfold node has slopes $\pm\hbar v$ and $\pm\hbar v/3$, and the twofold node has slopes $\pm2\hbar v/3$. For the example these are $\pm120$, $\pm40$ and $\pm80$ meV nm. These ratios belong to the model. The crystal's symmetry fixes the degeneracies at $\mathbf k=0$ but not the slopes, as the last section explains.

**Far from the node.** For $\kappa\gg\lambda$, expanding the square root for $m=1/2$ gives an upper level $\kappa-\lambda/2+\lambda^2/(2\kappa)$ to this order. Its neighbour with $m=3/2$ lies at $\kappa+\lambda/2$. Their separation tends to $\lambda$, not to $3\lambda/2$. This limit belongs to the linear model, and with the example's numbers it is approached slowly. At $\kappa=6\lambda$, or $k=1$ nm$^{-1}$, the separation is 18.2 meV, but the neglected momentum-dependent spin-orbit coupling, estimated in the last section, would already be about 9 meV. For a real crystal the limiting value is therefore only a guide.

**A crossing between the two nodes.** Still with $\lambda>0$, the falling band $E=\lambda/2-\kappa=-x$ of the fourfold node can meet an $m=1/2$ band. Inserting $E=-x$ in the characteristic equation gives

$$2x^2=\frac{\lambda^2}{2}\quad\Rightarrow\quad x=\pm\frac{\lambda}{2}
\quad\Rightarrow\quad \kappa=\lambda\ \text{or}\ 0 .$$

The second solution is the node itself. The first is a crossing at $E=-\lambda/2$ with the band that rises from the twofold node. It occurs in every direction, hence on a sphere, because the linear model is isotropic.

### Numbers

At $k=0$ the fourfold level is at 10 meV and the twofold level at $-20$ meV. Their separation is

$$\Delta=1.5\times20\ \text{meV}=30\ \text{meV}=0.030\ \text{eV}.$$

At $k=0.05$ nm$^{-1}$, $\kappa=6$ meV. The $m=\pm3/2$ bands are at 16 and 4 meV. For $m=1/2$, $x=-4$ meV and $E=-2\pm\sqrt{4+200}$, or 12.3 and $-16.3$ meV. For $m=-1/2$, $x=-16$ meV and $E=-8\pm\sqrt{64+200}$, or 8.2 and $-24.2$ meV. Diagonalizing the full matrix in a general direction gives the same six values, listed in the numerical output. At $k=0.167$ nm$^{-1}$ the second and third levels coincide at $-10$ meV, as derived.

## Comparison of the estimate with the solution

The estimate of 20 meV is one third below the model's exact 30 meV. Its upper level is right: with parallel arrows, $|1\uparrow\rangle$ is an eigenstate at $\lambda/2$. Its lower level is wrong, because $|1\downarrow\rangle$ is not an eigenstate. The terms $L_\pm s_\mp$ mix it with $|0\uparrow\rangle$. In the state at $-\lambda$ the weights are $2/3$ and $1/3$; the diagonal energy is $-\lambda/3$ and the mixing supplies the other $-2\lambda/3$.

Within the linear model, the arrow picture becomes good at $\kappa\gg\lambda$. There the kinetic term separates states of different $L_z$ by much more than $\lambda$, the mixing is suppressed, and the remaining $\lambda L_zs_z$ splits the outer branches by $\lambda$. The estimated wave number $\lambda/\hbar v$ coincides with the crossing found above.

## What the number means for a real silicide

The values of $\lambda$ and $\hbar v$ are round inputs chosen for illustration. They are neither a fit to CoSi nor a calculation for it, so the 30 meV should not be read as its measured splitting. The effects below use assumed round inputs and set the scale of the corrections.

**Resolution.** Lifetime broadening can hide the separation between the two nodes. For a lifetime of 30 fs, $\hbar/\tau=22$ meV, which is 73% of the splitting; two Lorentzian peaks of this full width, weighted 4 to 2, overlap but still show two maxima, with a dip to about 80% of the smaller one. The margin is thin: at 20 fs the maxima have merged, and at 30 fs they merge in a probe smeared by the Fermi function at 300 K. A lifetime of 10 fs, as stronger scattering in a film might produce, would give 66 meV and blur the nodes together. Thermal energy is 26 meV at 300 K and 0.9 meV at 10 K. Cooling reduces thermal smearing, but it does not remove broadening from defects. Neither scale shifts the levels of this model.

**Strain.** A film on a substrate can break the cubic symmetry assumed here. Represent uniaxial strain by $\delta(L_z^2-2/3)$, with $\delta=3\ \text{eV}\times0.1\%=3$ meV. In the fourfold node, $L_z^2$ averages 1 for $m=\pm3/2$ and $1/3$ for $m=\pm1/2$. The node splits into two doublets, by $2\delta/3=2.0$ meV to first order. Diagonalization gives 1.9 meV, because strain also couples the $m=\pm1/2$ states to the twofold level and pushes them up by about $(\sqrt2\,\delta/3)^2/\Delta=0.07$ meV. This estimate keeps only the part of the strain term that is symmetric about $z$. Because $T$ has no fourfold axis, strain along $z$ also permits a term $\eta(L_x^2-L_y^2)$; with $\eta=1.5$ meV, for example, the splitting would be 2.7 meV.

**Remote bands.** Let an orbital singlet $|S\rangle$, 300 meV above the node, couple to the triplet through $ig\sum_a|S\rangle\langle a|\sigma_a$ plus its Hermitian conjugate, with $a=x,y,z$ and $g=10$ meV. This coupling conserves $j$, so the singlet, whose two spin states have $j=1/2$, acts on the twofold level alone. Since $\sum_a\sigma_a^2=3$, the coupling strength is $\sqrt3\,g$, and the level moves down by about $3g^2/(300+20)\ \text{meV}=0.94$ meV, with $g$ in meV. The separation becomes 30.9 meV. The pattern of four and two survives, as part (b) requires; the factor 1.5 then refers to an effective $\lambda$ of 20.6 meV that includes the remote band.

**Momentum-dependent terms left out of the model.** These vanish at $\mathbf k=0$ but alter the bands around it. At the crossing, a quadratic term with free-electron curvature is about 1.1 meV. Momentum-dependent spin-orbit coupling, estimated as $\lambda ak$ with a rough cell edge $a=0.45$ nm, is about 1.5 meV, or 7.5% of $\hbar vk$. This coupling is itself linear in $k$. Besides $\mathbf k\cdot\mathbf L$, the group $T$ and time reversal allow five spin-dependent linear terms. At this size they shift the slopes at the nodes by several percent and make those of the fourfold node depend on direction.

The crossing sphere is sensitive to such terms. Adding $w(k_yk_z\{L_y,L_z\}+\text{cyclic})$, with $w=38$ meV nm$^2$, opens a gap of 0.16 meV along the direction $(0.3,0.5,0.81)$ and 0.31 meV along $[110]$. The linear spin-orbit terms, at the size estimated above, can open larger gaps, of order 1 meV away from the cube diagonals. Along $[111]$ the gap found is below 0.001 meV. There the threefold rotation still distinguishes states whose $m$ differ by 2, so $m=-3/2$ and $m=1/2$ cannot mix. The crossing sphere is thus a feature of the isotropic model, while the fourfold and twofold nodes at $\mathbf k=0$ follow from the crystal's rotations and time reversal.

## Values computed for the example and the checks

```
spin-orbit coupling lambda = 20.0 meV (rough input)
hbar v = 120.0 meV nm (rough input)
velocity v = 1.823e+05 m/s
cell edge = 0.45 nm (rough input)
levels at k=0 (meV): -20.000 -20.000 10.000 10.000 10.000 10.000
splitting = 30.000 meV = 0.0300 eV
splitting / lambda = 1.5000 (no unit)
splitting for lambda L.sigma = 60.000 meV
invariants under T alone = 3 (count)
invariants with time reversal = 2 (count)
slopes, twofold (meV nm): -80.00 80.00
slopes, fourfold (meV nm): -120.00 -40.00 40.00 120.00
levels at k=0.0500 1/nm (meV): -24.248 -16.283 4.000 8.248 12.283 16.000
levels at k=0.1000 1/nm (meV): -28.916 -13.177 -2.000 6.916 15.177 22.000
levels at k=0.1667 1/nm (meV): -35.616 -10.000 -10.000 5.616 20.000 30.000
crossing wave number = 0.16667 1/nm
crossing energy = -10.000 meV
free-electron curvature = 38.100 meV nm^2
k^2 energy at crossing = 1.058 meV
gap from cubic term, general direction = 0.157 meV
gap from cubic term, [111] below 0.001 meV: True
k-dependent spin-orbit scale lambda*a*k at crossing = 1.500 meV
its ratio to hbar v k = 0.0750 (no unit)
thermal energy at 10 K = 0.862 meV
thermal energy at 300 K = 25.852 meV
assumed lifetime = 30.0 fs
lifetime broadening hbar/tau = 21.940 meV
assumed deformation potential = 3.0 eV
assumed strain = 0.10 percent
strain energy delta = 3.000 meV
strain splitting of fourfold = 1.931 meV
assumed remote level = 300.0 meV above triplet centre
assumed remote coupling g = 10.0 meV
4+2 separation with remote level = 30.935 meV
change due to remote level = 0.935 meV
```
